# Density Limit of a Magneto-Optical Trap from Reabsorbed Photons

**Question.** A magneto-optical trap pulls every atom towards its centre, yet adding cold atoms eventually enlarges the cloud instead of making it denser. Scattered photons push neighbouring atoms apart, while the shadows that atoms cast in the laser beams push them together. How large is the resulting density limit, and how does it scale with field gradient, detuning and intensity?

**Answer.** Compare the two light forces, balance their difference against the trap, and then find how strongly an atom absorbs its neighbours' light.

## Shadow and repulsion

Let six equal beams travel along $\pm x,\pm y,\pm z$, each with intensity $I$. An atom removes power $\sigma_L I$ from each beam, so it scatters $6\sigma_L I$. I assume isotropic emission, weak beam attenuation and a cloud of smooth density $n$.

For the vertical pair,

$$\frac{dI_+}{dz}=-\sigma_LnI_+,\qquad \frac{dI_-}{dz}=+\sigma_LnI_- .$$

The force is $F_{A,z}=\sigma_L(I_+-I_-)/c$. Its derivative is $-\sigma_L^2n(I_++I_-)/c\simeq-2\sigma_L^2In/c$. Adding the three axes gives

$$\nabla\cdot\mathbf F_A=-\frac{6\sigma_L^2I}{c}\,n .$$

At distance $d$, scattered light has intensity $6\sigma_LI/(4\pi d^2)$. If a neighbour absorbs it with mean cross section $\sigma_R$, the repulsive force is

$$F_{\rm pair}=\frac{6\sigma_L\sigma_RI}{4\pi c\,d^2}.$$

By Gauss's law for an inverse-square force,

$$\nabla\cdot\mathbf F_R=+\frac{6\sigma_L\sigma_RI}{c}\,n .$$

Thus the divergences have magnitude ratio $q=\sigma_R/\sigma_L$. The forces themselves need not. A shadow acts along the beams and is not an inverse-square force between pairs.

Inside a uniform sphere the two do agree. The columns in front of and behind an atom differ in length by $2z$, so $F_{A,z}=-2\sigma_L^2Inz/c$, and similarly for $x$ and $y$. Gauss's law gives $\mathbf F_R=2\sigma_L\sigma_RIn\mathbf r/c$. Their ratio is $q$.

In a Gaussian cloud of unit width, however, the ratio at distance $x$ along a beam axis is

$$\frac{F_R}{|F_A|}=q\,\frac{3\int_0^x u^2e^{-u^2/2}du}{x^2\int_0^x e^{-u^2/2}du}.$$

At two widths this is $0.58q$. For the value $q=1.30$ found below, it is $0.75$: attraction wins there, although the total light force has positive divergence.

## The limiting density

Let the trap force be $-\kappa_i x_i$ along axis $i$. In a cold cloud at rest the total force vanishes throughout the occupied region, and so does its divergence:

$$-\sum_i\kappa_i+\frac{6\sigma_L^2I}{c}(q-1)n=0 .$$

Hence, for $q>1$,

$$n_{\max}=\frac{c\sum_i\kappa_i}{6\sigma_L^2(q-1)I}.\tag{1}$$

This does not contain the atom number $N$. More atoms increase the volume in proportion to $N$ and each radius as $N^{1/3}$. If $q\le1$, light forces supply no such limit.

Zero divergence alone does not guarantee zero force, so we must still find a cloud shape in which the force itself vanishes. Try a uniform ellipsoid with semi-axes $R_i$ along the beams. For a unit vector $\mathbf u$, the distance $L$ from $\mathbf r$ to the surface along $-\mathbf u$ obeys $\sum_i(x_i-Lu_i)^2/R_i^2=1$. Its positive root is

$$L=\frac{B+\sqrt{B^2-AC}}{A},$$

with $A=\sum u_i^2/R_i^2$, $B=\sum x_iu_i/R_i^2$ and $C=\sum x_i^2/R_i^2-1$.

In the sum over sources, the volume factor $d^2$ cancels the inverse square, leaving $\int d\Omega_u\,\mathbf uL$. The square-root term is even in $\mathbf u$ and cancels. The rest is linear in position:

$$F_{R,i}=\frac{6\sigma_L\sigma_RIn}{c}N_ix_i,\qquad
N_i=\int\frac{d\Omega_u}{4\pi}\frac{u_i^2/R_i^2}{\sum_j u_j^2/R_j^2}.$$

Clearly $\sum_iN_i=1$. The shadow force remains $-2\sigma_L^2Inx_i/c$, since each column is centred on $x_i=0$. Force balance along each axis, with equation (1), requires

$$N_i=\frac1q\left[\frac13+(q-1)\frac{\kappa_i}{\sum_j\kappa_j}\right].$$

The usual quadrupole field of the trap is symmetric about its axis and has zero divergence, so its radial gradients are half its axial one in magnitude, and $\kappa_x=\kappa_y=\kappa_z/2$. Then $N_z=1/2-1/(6q)$, which lies between $1/3$ and $1/2$ for $q>1$. The cloud is therefore oblate. With $\beta=R_z/R_x$ and $e^2=1-\beta^2$,

$$N_z=\int_0^1\frac{\mu^2d\mu}{\beta^2+e^2\mu^2}
=\frac1{e^2}\left(1-\frac{\beta}{e}\arcsin e\right),$$

which fixes $\beta$. A ray integration confirmed the force balance in the optically thin limit, with a residual of about $10^{-6}$ relative to the trap force.

## Scaling with the trap settings

Take two-level atoms with decay rate $\Gamma$, light of wave number $k$ and detuning $\delta<0$ (laser minus atom). Let $s_0=I/I_{\rm sat}$, $S=6s_0$, $D_0=1+4\delta^2/\Gamma^2$ and $D=D_0+S$. The model saturates each atom with the summed intensity and ignores beam interference. With resonant cross section $\sigma_0=3\lambda^2/2\pi$ and $I_{\rm sat}=\hbar ck\Gamma/(2\sigma_0)$, the laser cross section is $\sigma_L=\sigma_0/D$, as the steady state below confirms.

For axial gradient $A_B$ and magnetic moment $\mu$, the Zeeman shift is $\eta=\mu A_Bz/\hbar$. The axial pair exerts

$$F_z=\frac{\hbar k\Gamma s_0}{2}\left[\frac1{1+S+4(\delta-\eta)^2/\Gamma^2}-\frac1{1+S+4(\delta+\eta)^2/\Gamma^2}\right].$$

To first order the bracket is $16\delta\eta/(\Gamma^2D^2)$. This is negative for $z>0$, so the force restores, with

$$\kappa_z=\frac{8ks_0(|\delta|/\Gamma)\mu A_B}{D^2},\qquad \sum_i\kappa_i=2\kappa_z .$$

Insert this into equation (1). The denominator there is

$$6\frac{\sigma_0^2}{D^2}(q-1)s_0\frac{\hbar ck\Gamma}{2\sigma_0}
=\frac{3\sigma_0s_0(q-1)\hbar ck\Gamma}{D^2}.$$

The factors $D^2$, $s_0$, $k$ and $c$ cancel:

$$n_{\max}=\frac{16}{3}\,\frac{|\delta|}{\Gamma}\,\frac{\mu A_B}{\hbar\Gamma}\,\frac1{\sigma_0(q-1)}.\tag{2}$$

The limit is proportional to the gradient. Intensity enters through $q$ alone: the trap stiffness and the coefficient $\sigma_L^2I$ of the light forces both vary with intensity as $s_0/D^2$, so this factor cancels.

## Why scattered light can be absorbed more strongly

Let $b=|g\rangle\langle e|$, $\alpha=\langle b\rangle$, $P=\langle b^\dagger b\rangle$ and $\gamma=\Gamma/2$. In the frame of the laser, with real Rabi frequency $\Omega$ and $S=2\Omega^2/\Gamma^2$,

$$\dot\alpha=-(\gamma-i\delta)\alpha-\frac{i\Omega}{2}(1-2P),\qquad
\dot P=-2\gamma P+\frac{i\Omega}{2}(\alpha-\alpha^*).$$

At rest, $\alpha=-(i\Omega/2)(1-2P)/(\gamma-i\delta)$. Substitution in the second equation gives $P=(1-2P)s/2$, where $s=S/D_0$. Therefore

$$P=\frac{s}{2(1+s)},\qquad |\alpha|^2=\frac{s}{2(1+s)^2}.$$

The scattering rate $\Gamma P$, divided by the photon flux $SI_{\rm sat}/(\hbar ck)$, gives $\sigma_L=\sigma_0/(D_0+S)$. The fraction of light scattered elastically, at the laser frequency, is $|\alpha|^2/P=1/(1+s)$.

How is this elastic light absorbed by another driven atom? Add a weak field $\epsilon$ of random phase to $\Omega$. Since $\alpha\propto(\Omega+\epsilon)/(1+s|\Omega+\epsilon|^2/\Omega^2)$, the coefficient of $\epsilon$ changes from $1/(1+s)$ to

$$\frac1{1+s}-\frac{s}{(1+s)^2}=\frac1{(1+s)^2}.$$

The term in $\epsilon^*$ averages out of the absorbed power. The cross section is thus $\sigma_L/(1+s)$, and elastic light contributes $1/(1+s)^2<1$ to $q$. Any excess of $q$ over one must come from inelastic light.

For general drive, linear response gives the net absorption at offset $\nu$ from the laser:

$$\sigma_a(\nu)=\frac{\sigma_0\Gamma}{2}\,{\rm Re}\int_0^\infty d\tau\,e^{i\nu\tau}\langle[b(\tau),b^\dagger(0)]\rangle .$$

Averaging it over the emission spectrum gives $\sigma_R$. Stimulated emission counts negatively, as it does for momentum transfer. Changes in absorption from the six laser beams are taken to cancel by symmetry.

## The weak-drive limit

The inelastic spectrum follows from correlations of fluctuations. Let $u,v,m$ be the correlations of $\delta b^\dagger(\tau)$, $\delta b(\tau)$ and $\delta(b^\dagger b)(\tau)$ with $\delta b(0)$ on their right. By the quantum regression theorem they obey the homogeneous Bloch equations. To leading order in the drive,

$$\dot v=-(\gamma-i\delta)v,\qquad \dot m=-2\gamma m+\frac{i\Omega}{2}v,\qquad
\dot u=-(\gamma+i\delta)u-i\Omega m .$$

The omitted terms are of higher order in $\Omega$. The initial values are $v_0=-\alpha^2$, $m_0=-\alpha|\alpha|^2$ and $u_0=P-|\alpha|^2=2|\alpha|^4$.

Transform with $\int_0^\infty e^{-i\nu\tau}d\tau$. The steady state gives $i\Omega/2=\alpha^*(\gamma+i\delta)$, so

$$\tilde m=-\frac{\alpha|\alpha|^2}{i\nu+2\gamma}\left[1+\frac{\gamma+i\delta}{i\nu+\gamma-i\delta}\right]
=-\frac{\alpha|\alpha|^2}{i\nu+\gamma-i\delta}.$$

The last equation then gives

$$\tilde u=2|\alpha|^4\frac{i\nu+2\gamma}{(i\nu+\gamma)^2+\delta^2}.$$

The spectrum is proportional to the real part of $\tilde u$. Multiply numerator and denominator by the conjugate denominator. The new denominator is real, and the real part of the new numerator is $2\gamma(\gamma^2+\delta^2-\nu^2)+2\gamma\nu^2=2\gamma(\gamma^2+\delta^2)$, apart from the prefactor, which does not depend on $\nu$. The spectrum is therefore proportional to

$$f(\nu)=\frac1{[(\nu-\delta)^2+\gamma^2][(\nu+\delta)^2+\gamma^2]}.$$

For large detuning it has two sidebands, one at the atomic resonance $\nu=-\delta$. There the weakly driven atom absorbs with $\sigma_a=\sigma_0\gamma^2/[(\nu+\delta)^2+\gamma^2]$.

To average $\sigma_a$, give the two factors in $f$ half-widths $a$ and $h$. The convolution of two Lorentzians is a Lorentzian whose half-width is their sum, so

$$J(a,h)=\int\frac{d\nu}{[(\nu-\delta)^2+a^2][(\nu+\delta)^2+h^2]}
=\frac{\pi(a+h)}{ah[4\delta^2+(a+h)^2]}.$$

The operation $-(1/2h)\partial_h$ squares the second factor. Hence

$$\frac{\langle\sigma_a\rangle}{\sigma_0}
=-\frac{\gamma}{2}\,\partial_h\ln J\Big|_{a=h=\gamma}
=\frac{\gamma}{2}\left[\frac1{2\gamma}+\frac{\gamma}{\gamma^2+\delta^2}\right]
=\frac14+\frac1{2D_0}.$$

The inelastic fraction is $s$ to first order, and $\sigma_0/\sigma_L\simeq D_0$. Adding the elastic part $1-2s$,

$$q-1\simeq-2s+sD_0\left(\frac14+\frac1{2D_0}\right)
=S\left(\frac14-\frac{3}{2D_0}\right).\tag{3}$$

Repulsion exceeds attraction if $D_0>6$, or $|\delta|>(\sqrt5/2)\Gamma\simeq1.12\Gamma$. This threshold belongs to the weakly and uniformly driven two-level model. The full Bloch calculation was tested against equation (3) at five detunings, including both sides of the threshold.

Far beyond the threshold, $q-1\simeq S/4=3s_0/2$, and equation (2) becomes

$$n_{\max}\simeq\frac{32}{9}\,\frac{|\delta|}{\Gamma}\,\frac{\mu A_B}{\hbar\Gamma}\,\frac1{\sigma_0s_0}.$$

The limit then scales as gradient times detuning divided by intensity. As $s_0\to0$ it diverges, and temperature sets the density instead.

## How large is it?

Take round model parameters: $\lambda=800$ nm, $\Gamma/2\pi=6$ MHz, $\delta=-2\Gamma$, $s_0=0.5$, axial gradient $0.1$ T/m and a moment of one Bohr magneton. Then $D_0=17$, $S=3$, $s=0.176$, and

$$\sigma_L=\frac{3.056\times10^{-13}}{17+3}\ {\rm m^2}=1.53\times10^{-14}\ {\rm m^2}.$$

The full driven-atom spectra give an elastic contribution of $0.722$ and an inelastic one of $0.576$, so $q=1.298$. The inelastic light is a small part of the fluorescence, $s/(1+s)=0.15$, but supplies $44\%$ of $\sigma_R$. Equation (3) would give $q=1.485$; its excess over one is too large by a factor of $1.6$, so this drive is no longer weak enough for that formula.

The Zeeman shift is $233$ linewidths per metre. Equation (2) yields

$$n_{\max}=\frac{(16/3)(2)(233.3\ {\rm m^{-1}})}{(3.056\times10^{-13}\ {\rm m^2})(0.298)}
\simeq2.7\times10^{16}\ {\rm m^{-3}}=2.7\times10^{10}\ {\rm cm^{-3}}.$$

At the same detuning and gradient, intensity changes the limit as follows:

| $s_0$ | $q$ | $n_{\max}$ (cm$^{-3}$) |
|---|---:|---:|
| 0.1 | 1.09 | $9.4\times10^{10}$ |
| 0.5 | 1.30 | $2.7\times10^{10}$ |
| 1.0 | 1.41 | $2.0\times10^{10}$ |

A tenfold increase in intensity lowers the limit by a factor of $4.7$, less than the tenfold fall of the weak-drive law. The fall does not continue: near $s_0=2$, $q$ reaches about $1.45$ and the limit about $1.8\times10^{10}$ cm$^{-3}$, and at $s_0=8$ the limit is back at $2.6\times10^{10}$ cm$^{-3}$. At $s_0=0.5$ the threshold detuning moves out to about $1.3\Gamma$, and the limit is lowest near $|\delta|\simeq3\Gamma$ before the linear rise with detuning takes over. A cloud reaches its limit only if it holds enough cold atoms. At $s_0=0.1$, for example, $10^7$ atoms at $100\ \mu$K would have a thermal peak density of only about $4.5\times10^{10}$ cm$^{-3}$, below the value in the table.

## When does the estimate apply?

For $N=10^7$, the volume $N/n_{\max}$ and the aspect ratio $0.87$ give semi-axes of $0.47$ mm radially and $0.40$ mm axially. The Zeeman shift at the axial edge is about $0.09\Gamma$, small compared with $2\Gamma$, so the linear trap force is adequate.

Temperature softens the edge. For an isothermal cloud at temperature $T$ without internal currents, force balance reads $k_BT\nabla\ln n=\mathbf F$. This is an approximation, because the shadow force in a non-uniform cloud has a curl and can drive currents. Taking the divergence,

$$k_BT\nabla^2\ln n=\sum_i\kappa_i\left(\frac n{n_{\max}}-1\right).$$

A small departure from $n_{\max}$ therefore decays over the length $\ell=\sqrt{k_BT/\sum_i\kappa_i}$. At $100\ \mu$K the axial thermal size without light repulsion is $\sqrt{k_BT/\kappa_z}=0.097$ mm, so $\ell=0.097/\sqrt2\simeq0.07$ mm. This is smaller than the semi-axes, but not negligible: the cloud has a dense interior and a soft boundary. A temperature of $100\ \mu$K requires sub-Doppler cooling, which the two-level model omits. Its own Doppler temperature, $k_BT=\hbar\Gamma D/(8|\delta|/\Gamma)$, is about $360\ \mu$K at these settings. Then $\ell\simeq0.13$ mm, and a spherical solution of the equation above for $10^7$ atoms gives a central density of only about $0.7\,n_{\max}$, against $0.98\,n_{\max}$ at $100\ \mu$K. The ellipsoid is only a guide to its shape. Just outside it, along the beam axes and the diagonals between them, the radial force still points inwards. Farther out along the diagonals the shadows fade faster than the repulsion, and the net force points outwards in a bounded shell; on the body diagonal this runs from about $1.1$ to $1.6$ times the distance to the surface. In the cold, overdamped model the shape is also unstable: a small shear that tilts its axes away from the beams grows, for a sphere at a rate proportional to $2-6q/5$, which is positive for $q<5/3$. The ellipsoid is thus a balance of forces, not a stable shape, and its semi-axes give the scale of the cloud rather than its outline.

The laser optical depth across the radial diameter is $0.39$. A beam on that path loses about $1-e^{-0.39}\simeq32\%$ of its intensity, so weak attenuation is only a rough approximation here. At fixed density this depth grows as $N^{1/3}$, and larger clouds depart further from equation (1).

The corresponding depth for an undriven atom on resonance is $7.8$, so near-resonant photons can be scattered repeatedly. In a spherical cloud, repeated elastic scattering conserves the net outward energy flux, and Gauss's law survives. Changes of photon frequency alter the spectrum and hence $q$; that effect is not included.

Beam interference is also omitted. It makes the local intensity uneven, and the weak-drive inelastic power grows as intensity squared, so its spatial average rises. Zeeman sublevels and sub-Doppler forces can change both $q$ and $\kappa_i$. Because $n_{\max}$ depends on $1/(q-1)$, a modest error in $q$ matters: lowering $q$ from $1.30$ to $1.15$ would double the density. The result is thus an estimate of a few $10^{10}$ cm$^{-3}$ for these settings, not a precise prediction. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
Wavelength: 800 nm
Linewidth Gamma/2pi: 6.0 MHz
Detuning delta/Gamma: -2.0
Saturation parameter per beam s0: 0.50
Total saturation parameter S: 3.00
Axial field gradient: 0.10 T/m
Magnetic moment (one Bohr magneton): 9.2740e-24 J/T
Atom number: 1.0e+07
Temperature: 100 microkelvin
Resonant cross section sigma_0: 3.0558e-13 m^2
Saturation intensity: 15.317 W/m^2
Intensity per beam: 7.658 W/m^2
D0 = 1 + 4 delta^2/Gamma^2: 17.0
s = S/D0: 0.1765
Laser cross section sigma_L: 1.5279e-14 m^2
Elastic part of q: 0.7225
Inelastic part of q: 0.5755
q = sigma_R/sigma_L: 1.2980
Reabsorption cross section sigma_R: 1.9832e-14 m^2
Weak-drive estimate of q: 1.4853
Threshold |delta|/Gamma at weak drive: 1.1180
Zeeman shift in linewidths per metre: 233.27 1/m
Axial spring constant: 1.4568e-19 N/m
Radial spring constant: 7.2838e-20 N/m
Density limit: 2.7323e+16 m^-3
Density limit: 2.732e+10 cm^-3
Axial depolarization factor: 0.3716
Cloud aspect ratio axial/radial: 0.8685
Relative residual of force balance, thin limit: 1.0e-06
Radial semi-axis: 0.465 mm
Axial semi-axis: 0.404 mm
Radial thermal rms size: 0.138 mm
Axial thermal rms size: 0.097 mm
Laser optical depth, radial diameter: 0.388
Resonant optical depth, radial diameter: 7.77
Gaussian cloud, divergence ratio / q: 1.0000
Gaussian cloud, force ratio / q on a beam axis at 2 widths: 0.5803
s0 = 0.1: q = 1.0871, n_max = 9.351e+10 cm^-3
s0 = 0.5: q = 1.2980, n_max = 2.732e+10 cm^-3
s0 = 1.0: q = 1.4056, n_max = 2.007e+10 cm^-3
```
